# Why a high switching field lets hafnia tolerate thicker dead layers

## Definitions and conventions

A ferroelectric film of thickness $d_f$ lies between two electrodes held at the same potential. Between film and electrodes there are non-ferroelectric dead layers of thickness $d_i=\lambda_i d_f$ and relative permittivity $\varepsilon_i$. SI units are used, and the positive direction is that of the poled polarization.

The displacement in the film is

$$D=\varepsilon_0\varepsilon_f E_f+P ,$$

where $\varepsilon_f$ describes the linear background response and $P$ is the switchable polarization. Its value at zero field is $P_r>0$. The **local switching field** $E_c>0$ is the magnitude of the reverse field, inside the film, at which a poled region reverses. It is not the applied voltage divided by the thickness of the whole stack.

The layers are laterally uniform, and there is no free charge at their interfaces. The question is whether the poled state persists at zero voltage. Whether it has the lowest energy is a different question.

Two model films are compared. Both have $P_r=0.20\ \mathrm{C/m^2}$ and $\varepsilon_f=30$, with dead layers of permittivity $\varepsilon_d=30$. Their switching fields are $E_H=100$ MV/m (1 MV/cm), a round value of the size typical of hafnia, and $E_L=5$ MV/m.

## The electrostatic contribution

With no free charge at the interfaces, $D$ is the same in every layer, so the field in dead layer $i$ is $E_i=D/(\varepsilon_0\varepsilon_i)$. Zero total voltage requires

$$E_fd_f+\sum_i E_id_i=0 .$$

Dividing by $d_f$ and inserting $E_i$ gives

$$E_f=-\frac{s}{\varepsilon_0}D,\qquad s=\sum_i\frac{\lambda_i}{\varepsilon_i}. \tag{1}$$

Now insert $D=\varepsilon_0\varepsilon_fE_f+P$ and collect the terms in $E_f$:

$$E_f(1+\varepsilon_f s)=-\frac{sP}{\varepsilon_0}
\quad\Longrightarrow\quad
E_f=-\frac{sP}{\varepsilon_0(1+\varepsilon_f s)}. \tag{2}$$

The minus sign makes this a depolarization field. Only the sum $s$ matters, not how the dead layers are divided between the two sides. A numerical solution of Poisson's equation with two unlike dead layers confirms this.

Imperfect screening in an electrode enters in the same way. If the electrode field decays as $E_0e^{-x/\ell}$, with $E_0=D/(\varepsilon_0\varepsilon_e)$, the voltage drop is $E_0\ell$. This adds $\ell/(\varepsilon_e d_f)$ to $s$.

The switching field does not appear in (2). For a total dead-layer ratio $\lambda=0.05$, $s=0.05/30$ and $\varepsilon_fs=0.05$, so both films feel

$$|E_f|=\frac{0.20\times0.05/30}{\varepsilon_0\times1.05}=35.9\ \mathrm{MV/m}.$$

High coercivity does not weaken the depolarization field. The difference lies in what the field is compared with: $|E_f|/E_c$ is 0.36 in the first film and 7.2 in the second.

The dead layers themselves carry $|E_f|/\lambda=717$ MV/m. In a film 10 nm thick with equal layers on both sides, each is only 0.25 nm thick. This field is of the order of the breakdown fields of oxide films, and such layers are thin enough for tunnelling. In a real stack, charge can therefore reach traps at the interfaces and screen part of the polarization. All results below hold only as long as this charge is absent.

## The switching-field contribution

Let $D(E)$ be the poled branch of the film's response. It increases continuously from $D(-E_c)$ to $D(0)=P_r$, and below $-E_c$ it no longer exists. By (1), a short-circuited state must satisfy $D(E)=-\varepsilon_0E/s$, so it is a zero of

$$g(E)=D(E)+\frac{\varepsilon_0E}{s}.$$

Both terms increase with $E$, so $g$ has at most one zero on the branch. Since $g(0)=P_r>0$, a zero lies between $-E_c$ and 0 if and only if $g(-E_c)<0$, that is,

$$s\,D(-E_c)<\varepsilon_0E_c. \tag{3}$$

If $D(-E_c)\le0$, this holds for every $s$. Otherwise it sets a largest $s$. For dead layers of one permittivity, $s=\lambda/\varepsilon_d$ and

$$\lambda_{\max}=\frac{\varepsilon_d\varepsilon_0E_c}{D(-E_c)} .$$

If $P$ stays at $P_r$ until reversal, the branch is linear, with $D(-E_c)=P_r-\varepsilon_0\varepsilon_fE_c$, and

$$\lambda_{\max}=\frac{\varepsilon_d\varepsilon_0E_c}{P_r-\varepsilon_0\varepsilon_fE_c}. \tag{4}$$

For the high-field film, $\varepsilon_0\varepsilon_fE_H=0.0266\ \mathrm{C/m^2}$. The numerator has the same value because $\varepsilon_d=\varepsilon_f$. Hence

$$\lambda_{\max,H}=\frac{0.0266}{0.20-0.0266}=0.153,\qquad
\lambda_{\max,L}=\frac{0.00133}{0.20-0.00133}=0.0067 .$$

In films 10 nm thick, these ratios mean total dead layers of 1.5 nm and 0.07 nm. The second is smaller than an atomic spacing, so at this thickness the low-field film has practically no allowance for a dead layer. These thicknesses assume perfectly screening electrodes. For the high-field film the limit is $s<0.153/30=0.0051$. Two electrodes with $\ell/\varepsilon_e=0.01$ nm each contribute 0.002 and cut the allowance to 0.9 nm; about 0.025 nm each would use it up.

The ratio of the tolerances is

$$\frac{\lambda_{\max,H}}{\lambda_{\max,L}}
=\frac{E_H}{E_L}\,
\frac{P_r-\varepsilon_0\varepsilon_fE_L}{P_r-\varepsilon_0\varepsilon_fE_H}
=22.9 .$$

The factor $E_H/E_L=20$ supplies most of it. The remaining factor of 1.15 arises because the linear response lowers $D$ more at the larger reverse field.

## Weighing polarization and permittivity

Taking the reciprocal of (4) separates the material properties:

$$\frac1{\lambda_{\max}}=\frac1{\varepsilon_d}
\left(\frac{P_r}{\varepsilon_0E_c}-\varepsilon_f\right). \tag{5}$$

Polarization and switching field enter as the ratio $P_r/E_c$. If the polarization of the low-field film is reduced twentyfold, to $0.010\ \mathrm{C/m^2}$, its tolerance rises to 0.153, equal to that of the high-field film. The condition of equal polarization is therefore essential to the comparison.

The background permittivity acts in the opposite direction to $P_r$. At equal $P_r$ and $\varepsilon_d$, a low-field film with permittivity $\varepsilon_L$ catches up when the brackets in (5) are equal:

$$\varepsilon_L=\varepsilon_f+\frac{P_r}{\varepsilon_0}
\left(\frac1{E_L}-\frac1{E_H}\right)\approx30+4292=4322 .$$

Beyond this value the ordering reverses. For the parameters used here, an ordinary difference in permittivity of a few hundred cannot cancel the difference in switching field.

If $P_r\le\varepsilon_0\varepsilon_fE_c$, there is no upper limit on $\lambda$ in this linear-branch model. Even for $s\to\infty$, equation (2) gives at most $|E_f|=P_r/(\varepsilon_0\varepsilon_f)$. For the high-field film this would require $P_r\le0.0266\ \mathrm{C/m^2}$, far below the value assumed.

## The contribution of polarization softening

A real poled branch may bend before it ends. A double-well model shows the effect:

$$E=-aP+\frac{aP^3}{P_r^2},\qquad a>0 .$$

The branch ends where $dE/dP=-a+3aP^2/P_r^2=0$, so $P=P_r/\sqrt3$. There

$$E=-\frac{aP_r}{\sqrt3}\left(1-\frac13\right)
=-\frac{2aP_r}{3\sqrt3}=-E_c .$$

The displacement at this point is $P_r/\sqrt3-\varepsilon_0\varepsilon_fE_c$, which is smaller than on the linear branch. For the high-field film, (3) now gives

$$\lambda_{\max,H}=\frac{0.0266}{0.1155-0.0266}=0.299 ,$$

and the low-field film reaches 0.0116. Softening raises the two tolerances by factors of about 1.95 and 1.74 and leaves their order unchanged.

The model also shows why the relevant field is a local one. Let many small regions with polarizations $P_i$ share the depolarization field $-k\bar P$ of their mean, where $k=s/[\varepsilon_0(1+\varepsilon_fs)]$ from (2). This is a mean-field assumption, and it holds only for regions narrower than about the dead-layer thickness; a wider region feels mostly its own field $-kP_i$. For stripes of alternating $\pm P_r$ in a 10 nm film at $\lambda=0.05$, the mean field is zero, while the actual opposing field is about 5, 16 and 33 MV/m for stripe widths of 0.25, 1 and 10 nm. With a friction coefficient $\gamma>0$, they relax as

$$\gamma\dot P_i=aP_i-\frac{aP_i^3}{P_r^2}-k\bar P .$$

A uniform steady state has $P^2/P_r^2=1-k/a$. Adding small deviations and keeping first-order terms gives

$$\gamma\,\delta\dot P_i=a\left(1-\frac{3P^2}{P_r^2}\right)\delta P_i-k\,\delta\bar P .$$

For deviations that sum to zero, the last term vanishes and the coefficient is $3k-2a$. They grow once $k>2a/3$. At that threshold $P=P_r/\sqrt3$, and the field is $kP=2aP_r/(3\sqrt3)=E_c$.

For equal deviations, $\delta\bar P=\delta P_i$ and the coefficient is $3k-2a-k=-2(a-k)$. The poled state is therefore stable against uniform changes for all $k<a$, because a uniform decrease of $P$ also weakens the field. As $k$ rises to $a$, the uniform polarization falls continuously to zero; it does not reverse. A region much narrower than the dead layers gains almost nothing from this relief when it reverses alone, so local switching comes first. Wider regions gain part of it, and their threshold lies between $k=2a/3$ and $k=a$. For the high-field film, 10 nm thick, periodic deviations with half-periods of 1 and 10 nm become unstable at $\lambda\approx0.32$ and $0.44$, between the value 0.299 and the uniform limit 0.53.

Relaxation calculations for the high-field film agree. With small initial differences, all regions stay poled at 5% below the threshold ratio, while some reverse at 5% above it. A single region, for which only uniform changes are possible, stays poled at 5% above.

## The contribution of unequal grains

Suppose now that each grain has polarization $+P_r$ or $-P_r$, and that the switching fields are spread uniformly from $(1-w)E_c$ to $(1+w)E_c$. Let $p=\bar P/P_r$, and let $h=|E_f(P_r)|/E_c$ be the initial field ratio. In the same mean-field picture the reverse field is $hpE_c$. This again requires regions narrower than the dead layers. For grains 10 nm wide at $\lambda=0.05$, reversing 7% of them leaves the others at about 35.6 MV/m instead of the mean-field 30.9 MV/m, and a reversed grain feels about 33 MV/m in the opposite direction. The condition for the first reversal below holds for any grain width, but the retained fractions do not apply to such wide grains.

The first grain reverses when $h>1-w$. Full retention therefore depends on the weakest grain, not on the average. Reversal then lowers the mean polarization and the field. Let the poling voltage be removed slowly, so that the weakest remaining grain always reverses first. (After a sudden removal, stronger grains may reverse too before the field has fallen, and less polarization is then retained.) The loss stops when the reversed fraction is

$$f=\frac{hp-(1-w)}{2w}.$$

Since each reversal changes a grain from $+P_r$ to $-P_r$, $p=1-2f$. Thus

$$p=1-\frac{hp-1+w}{w}=\frac{1-hp}{w}
\quad\Longrightarrow\quad p=\frac1{w+h}. \tag{6}$$

At $\lambda=0.05$ and with no spread, the high-field film keeps all its polarization. The low-field film keeps $1/7.17\approx0.14$: it loses polarization until the remaining depolarization field has fallen to $E_L$.

With a broad spread, $w=0.8$, the weakest grains of the high-field film reverse at 20 MV/m, below the 35.9 MV/m present. Its retained fraction falls to $1/(0.80+0.36)=0.86$. The low-field film keeps about 0.125. A high average coercive field is thus no guarantee against partial loss.

## The contribution of time

Switching is thermally activated, so a field too weak to reverse a grain during a fast loop may do so during storage. Take the switching time as

$$\tau=\tau_0e^{E_a/E},$$

where $E$ is the magnitude of the reverse field, $\tau_0$ is an attempt time and $E_a$ is an activation field, not an energy.

Setting $\tau=t$ and taking the logarithm gives the switching field for a time $t$:

$$E_c(t)=\frac{E_a}{\ln(t/\tau_0)} .$$

Let the quoted switching fields belong to a loop time of 1 ms, with $\tau_0=10^{-12}$ s in both films. For ten years, $3.15\times10^8$ s, they are reduced by the common factor

$$\frac{\ln(10^9)}{\ln(3.15\times10^{20})}=0.44 ,$$

to 43.9 and 2.2 MV/m. Equation (4) then gives tolerances of 0.062 and 0.0029. The ordering survives, but the allowance of the high-field film has shrunk from 1.5 nm to 0.6 nm for a thickness of 10 nm.

These are not sharp limits: at a constant field with $\tau=t$, a fraction $1/e$ of the grains has yet to switch. A better account follows the loss in time. The poled fraction $(1+p)/2$ decays at the rate $1/\tau$, so

$$\dot p=-\frac{1+p}{\tau},$$

with $\tau$ evaluated at the falling field $|E_f(P_r)|p$. For identical grains at $\lambda=0.05$, integration over ten years gives $p=0.99995$ for the high-field film and $p=0.053$ for the low-field film.

The simple estimate for the latter, $2.195/35.85=0.061$, is about 15% above the integrated value. The reason is that $p$ changes slowly on a logarithmic time scale. From $dp/d\ln t=-(1+p)t/\tau$, and with $p$ roughly proportional to $1/\ln(t/\tau_0)$, $t/\tau$ is about $10^{-3}$ at the end, not 1. The field has therefore fallen below the value at which $\tau=t$.

The near-complete retention of the high-field film assumes identical grains and depends strongly on the attempt time. With $\tau_0=10^{-10}$ s it falls to $p=0.95$. With $10^{-9}$ s it falls to 0.86, and the ten-year tolerance of 0.048 lies below the example ratio 0.05. With the broad spread above, weak grains are lost even on the loop time scale. Its advantage at equal polarization is a larger margin between the same depolarization field and a higher barrier to local reversal, and weak grains and long storage both use up part of that margin.

## Values computed for the example and the checks

```
Polarization Pr: 0.20 C/m^2
Film and dead-layer permittivity: 30, 30
Switching field, high: 100.0 MV/m
Switching field, low: 5.0 MV/m
Example thickness ratio: 0.050
Depolarization field, both: 35.85 MV/m
Field/switching field, high: 0.3585
Field/switching field, low: 7.171
Maximum ratio, high: 0.15315
Maximum ratio, low: 0.006685
Ratio of tolerances: 22.91
Film thickness: 10.0 nm
Maximum dead layer, high: 1.532 nm
Maximum dead layer, low: 0.0669 nm
Scaled Pr for low film: 0.0100 C/m^2
Maximum ratio with scaled Pr: 0.15315
Low-film permittivity to catch up: 4321.8
High-film Pr with no limit: 0.02656 C/m^2
Double-well maximum ratio, high: 0.29877
Double-well maximum ratio, low: 0.011636
Retained, no spread, high: 1.0000
Retained, no spread, low: 0.1390
Relative half-width of spread: 0.80
Retained, spread, high: 0.8630
Retained, spread, low: 0.1250
Attempt time: 1.0e-12 s
Loop time: 1.0e-03 s
Storage time: 3.1536e+08 s
Storage/loop switching field: 0.4390
Storage switching field, high: 43.90 MV/m
Storage switching field, low: 2.195 MV/m
Storage maximum ratio, high: 0.06192
Storage maximum ratio, low: 0.002924
Ten-year retained fraction, high: 0.999950
Ten-year retained fraction, low: 0.0534
Simple ten-year estimate, low: 0.0612
```
